# Extrapolating a Subband Energy from Two Mesh Spacings

## Problem

A Poisson–Schrödinger solver with second-order accuracy in the mesh spacing gives, for one subband of a transistor channel,

$$E(0.2\ \text{nm})=0.1480\ \text{eV},\qquad E(0.1\ \text{nm})=0.1495\ \text{eV}.$$

"Second-order" refers to the convergence with spacing, not to the number of the subband. Both runs treat the same model on uniform meshes, with the walls on mesh nodes and a smooth potential between them. The self-consistent iteration is converged well below the difference of the two energies.

(a) Where does a second-order error come from, and what sign does it have in a hard-wall film?

(b) Calculate the energy extrapolated to zero spacing and the leading error on each mesh.

(c) How far can the result be trusted, given the rounding of the data and the neglected higher terms?

(d) How could a third mesh check the assumed order?

(e) Apply the method to a charged silicon film, and compare the mesh error with the errors of the physical model.

## Solution

### (a) The origin of the error

The solver replaces the second derivative of the wavefunction $\psi(z)$ by a three-point difference. Taylor expansion gives

$$\psi(z\pm h)=\psi\pm h\psi'+\frac{h^2}{2}\psi''\pm\frac{h^3}{6}\psi'''+\frac{h^4}{24}\psi''''\pm\dots$$

When the two expansions are added, the odd powers cancel. Subtracting $2\psi$ and dividing by $h^2$ leaves

$$\frac{\psi(z+h)-2\psi(z)+\psi(z-h)}{h^2}=\psi''+\frac{h^2}{12}\psi''''+O(h^4).$$

The equation is therefore changed by a term of order $h^2$. The effect on the energy can be followed completely in a film of width $W$ with hard walls and no potential inside. The mesh equation is

$$-\frac{\hbar^2}{2m}\,\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{h^2}=E\,\psi_j .$$

Try the ground state $\psi_j=\sin(jx)$ with $x=\pi h/W$, which vanishes at both walls. Since $\sin(jx+x)+\sin(jx-x)=2\sin(jx)\cos x$, the numerator equals $-2(1-\cos x)\psi_j$, and

$$E(h)=\frac{\hbar^2}{mh^2}(1-\cos x).$$

Now insert $1-\cos x=x^2/2-x^4/24+x^6/720-\dots$. The first term gives the mesh-free energy $E_0=\hbar^2\pi^2/(2mW^2)$. Taking it out as a factor,

$$E(h)=E_0\left(1-\frac{x^2}{12}+\frac{x^4}{360}-\dots\right).$$

In this film the leading error is negative: the mesh underestimates the kinetic energy. With $x^2=\pi^2h^2/W^2$ and $\pi^2/W^2=2mE_0/\hbar^2$, the error is $Ch^2$ with

$$C=-\frac{E_0}{12}\,\frac{2mE_0}{\hbar^2}=-\frac{mE_0^2}{6\hbar^2}.$$

For a self-consistent potential the same power law is an assumption here. Part (e) examines it numerically.

### (b) Extrapolated energy and leading error

Let $h=0.1$ nm be the finer spacing, and define the error as the computed value minus the mesh-free value. To leading order,

$$E(h)=E_0+Ch^2,\qquad E(2h)=E_0+4Ch^2.$$

Four times the first equation minus the second removes $C$:

$$4E(h)-E(2h)=3E_0 .$$

Therefore

$$E_0=\frac{4E(h)-E(2h)}{3}=\frac{0.5980-0.1480}{3}\ \text{eV}=0.1500\ \text{eV}=150.0\ \text{meV}.$$

The error on the finer mesh follows by subtraction:

$$E(h)-E_0=E(h)-\frac{4E(h)-E(2h)}{3}=\frac{E(2h)-E(h)}{3}=\frac{-0.0015}{3}\ \text{eV}=-0.0005\ \text{eV}.$$

This is $-0.50$ meV, or about $0.3\%$ of $E_0$. On the coarser mesh the error is four times larger, $-0.0020$ eV. The coefficient is

$$C=\frac{-0.0005\ \text{eV}}{(0.1\ \text{nm})^2}=-0.05\ \text{eV/nm}^2 .$$

Both computed energies lie below the extrapolated one, the same sign as in the hard-wall film. The difference between the two runs, 1.5 meV, is not itself the error of the finer run. It is three times that error, because refinement has already removed three quarters of the coarse-mesh error.

### (c) Rounding and higher terms

Each energy is given to four decimals and may be wrong by up to $u=0.00005$ eV. In $E_0$ the data carry the weights $4/3$ and $-1/3$. In the worst case the two rounding errors have opposite signs, and their effects add:

$$|\delta E_0|\le\frac{4u}{3}+\frac{u}{3}=\frac{5u}{3}=0.000083\ \text{eV}.$$

The fine-mesh error has weights $1/3$ and $-1/3$, so its uncertainty is at most $2u/3=0.000033$ eV. As far as rounding is concerned, the results are $E_0=0.1500\pm0.0001$ eV and a fine-mesh error of $-0.50\pm0.03$ meV. Incomplete self-consistency enters with the same weights, which is why it must be small compared with the 1.5 meV difference.

The next term in the energy is $Dh^4$, and on the coarser mesh it is $16Dh^4$. The extrapolation then gives

$$\frac{4E(h)-E(2h)}{3}=E_0+\frac{4Dh^4-16Dh^4}{3}=E_0-4Dh^4 .$$

Two energies cannot determine $D$, but the hard-wall film supplies an estimate of its size. There the relative leading error is $-x^2/12$. Matching it to the data gives $x^2=12\times0.0005/0.1500=0.04$ on the finer mesh. With $Dh^4=E_0x^4/360$,

$$-4Dh^4=-\frac{4\times0.1500\times0.0016}{360}\ \text{eV}\approx-3\times10^{-6}\ \text{eV}.$$

If the channel resembles such a film, this remainder is far below the rounding uncertainty.

### (d) Checking the order

Suppose the error is $Ah^p$ with another order $p$. Then $E(2h)-E_0=2^p[E(h)-E_0]$, and solving for $E_0$ gives

$$E_0=E(h)+\frac{E(h)-E(2h)}{2^p-1}.$$

For $p=2$ this is the earlier formula. For $p=1$ the same data would give $0.1510$ eV, which is 1 meV higher. The two energies fit either order, so they cannot decide between them.

A run at $0.05$ nm can. For second order the fine-mesh error falls to a quarter, and for first order to a half:

$$p=2:\quad 0.1500-\frac{0.0005}{4}=0.149875\ \text{eV},$$

$$p=1:\quad 0.1510-\frac{0.0015}{2}=0.150250\ \text{eV}.$$

The predictions differ by about 0.4 meV. In terms of the data they are $[5E(h)-E(2h)]/4$ and $[3E(h)-E(2h)]/2$, with rounding bounds of $1.5u=0.075$ meV and $2u=0.10$ meV. Even with a further $u$ for rounding the new energy, the two ranges do not overlap.

With three energies the order can be calculated directly. Let $h$ now be the finest spacing. Then

$$E(2h)-E(4h)=Ah^p\,2^p(1-2^p),\qquad E(h)-E(2h)=Ah^p(1-2^p),$$

and their ratio is $2^p$, so that

$$p=\log_2\frac{E(2h)-E(4h)}{E(h)-E(2h)}.$$

### (e) A charged silicon film

Consider an undoped silicon film of width $W=1.6$ nm between two identical gates. It holds $N=5\times10^{12}\ \text{cm}^{-2}$ electrons, all in the lowest subband. The confinement mass is $0.92$ electron masses and the relative permittivity is $11.7$. The data of the problem are not taken from this film, but its mesh error is of similar size.

The electron's potential energy is $V=-e\phi$. The electron charge density is $-eN|\psi|^2$, so Poisson's equation gives $\phi''=eN|\psi|^2/\varepsilon$. The coupled equations are

$$-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi,\qquad V''=-\frac{e^2N}{\varepsilon}|\psi|^2,$$

with $\int|\psi|^2dz=1$ and $\psi=V=0$ at both surfaces. Energies are thus measured from the conduction-band edge at the surface. The three-point solutions are

| Spacing (nm) | $E$ (eV) |
|---|---|
| 0.2 | 0.175976 |
| 0.1 | 0.177316 |
| 0.05 | 0.177656 |

The successive differences are 1.340 and 0.340 meV, which give $p=1.98$. The second-order law therefore holds well for this self-consistent problem. The first two energies alone extrapolate to

$$E_0=\frac{4\times0.177316-0.175976}{3}\ \text{eV}=0.177763\ \text{eV}.$$

An adaptive boundary-value solution of the same equations, which does not use the three-point formula, gives $0.177769$ eV. The extrapolated value is only 0.006 meV lower. The hard-wall estimate of part (c), applied to these data with $x^2=12\times0.447/177.8=0.030$, gives 0.002 meV, so that estimate indicates the order of magnitude of the remainder and no more. The estimated error at 0.1 nm is $-0.447$ meV, against $-0.453$ meV relative to this reference.

**When the walls are misplaced.** Let the mesh points be cell centres, and let $\psi$ be set to zero one full spacing beyond the outermost centres. Each wall then lies half a cell outside the film, and the effective width is $W+h$. For the uncharged film the energy contains the factor

$$\frac{W^2}{(W+h)^2}=1-\frac{2h}{W}+\frac{3h^2}{W^2}-\dots,$$

so the leading error is of first order. On the same three spacings the apparent order is $0.85$. It is not yet 1 because the terms in $h^2$ still matter at $h/W=1/8$. Using the factor 4 regardless gives $0.1464$ eV from the first two spacings, while the correct value is $0.1597$ eV. The extrapolated energy is 13 meV too low.

**The model beside a real device.** The silicon parameters are rough typical values, and 1.6 nm is much thinner than a usual channel of several nanometres. Within the model, a single occupied subband is a good assumption at 300 K: the next level of the same valleys lies 0.475 eV higher, the lowest level of the other valleys 0.613 eV higher, and together they hold about $2\times10^{-8}$ of the electrons. These numbers belong to the hard wall. The other valleys have a light confinement mass and leak much further into the oxide: the finite barrier used below lowers their gap to about 0.2 eV and raises their share to a few tenths of a percent, or to about a percent once their nonparabolicity is included. One subband still dominates, but by a far smaller margin. The oxide field of 1.2 MV/cm is well below a rough breakdown field of 10 MV/cm.

The hard wall is a much weaker assumption. The following shifts are separate estimates, the first two for the uncharged film, and should not simply be added:

- Penetration into an oxide with a 3.1 eV barrier and a mass of 0.5 electron masses: $-30$ meV.
- A film thinner by 0.14 nm, about one atomic layer: $+32$ meV.
- Exchange at the subband bottom, for an ideal unscreened two-dimensional layer at zero temperature: roughly $-49$ meV. This is not a prediction for the film. Temperature, finite thickness and nearby gates reduce the term, while the lower permittivity of the oxide strengthens it when the gates are several nanometres away. Screening by the electrons themselves reduces the exchange term alone by a large factor, but it also adds a negative correlation (Coulomb-hole) term, so the total many-body shift remains of the order of tens of meV.

As estimated, each of the first two is more than 60 times the mesh error at 0.1 nm. The exchange value is too idealized to be quoted as a ratio, but the many-body shift it stands for is of comparable size. The list is not complete: the image force from the permittivity step between silicon and oxide raises the level by one to several tens of meV, depending on the distance to the gates. The numerical output also lists a nonparabolic shift of $-13$ meV, from the formula $-\alpha E_0^2$ with an isotropic $\alpha=0.5\ \text{eV}^{-1}$. It is not counted here, because the film is confined along the long axis of the occupied valleys, where the silicon band is much closer to a parabola than this $\alpha$ suggests. Extrapolation brings the computed energy closer to the solution of the chosen equations, but it cannot correct the equations themselves. For this film, a better wall condition, a better-known thickness and a treatment of exchange, correlation and image forces would each improve the predicted energy far more than a finer mesh. The parameter values used here are listed in the numerical output below.

## Calculated quantities

```
Given E at 0.2 nm: 0.1480 eV
Given E at 0.1 nm: 0.1495 eV
Extrapolated E0: 0.1500 eV = 150.0 meV
Leading error at 0.1 nm: -0.0005 eV = -0.50 meV
Leading error at 0.2 nm: -0.0020 eV
Coefficient C: -0.0500 eV/nm^2
Half last digit u: 0.00005 eV
Rounding bound on E0: 0.000083 eV
Rounding bound on error at 0.1 nm: 0.000033 eV
Fourth-order remainder in E0, film estimate: -2.67e-06 eV
E0 if the order were 1: 0.1510 eV
Predicted E at 0.05 nm, order 2: 0.149875 eV
Predicted E at 0.05 nm, order 1: 0.150250 eV
Film width: 1.6 nm; sheet density: 5.0e+12 cm^-2
Film masses: 0.92 (confinement), 0.19 (in plane) m0
Permittivities: silicon 11.7, oxide 3.9
Hard-wall film without charge, E0: 0.159660 eV
Hard-wall film, C: -0.05129 eV/nm^2
Charged film E at 0.2 nm: 0.175976 eV
Charged film E at 0.1 nm: 0.177316 eV
Charged film E at 0.05 nm: 0.177656 eV
Charged film observed order: 1.9826
Charged film extrapolated from 0.2 and 0.1 nm: 0.177763 eV
Charged film mesh-free reference: 0.177769 eV
Charged film extrapolation minus reference: -5.76e-06 eV
Charged film estimated error at 0.1 nm: -0.000447 eV
Charged film true mesh error at 0.1 nm: -0.000453 eV
Misplaced walls, observed order: 0.845
Misplaced walls, extrapolated E: 0.1464 eV
Misplaced walls, error after extrapolation: -0.0132 eV
Temperature: 300 K; kT: 0.0259 eV
Gap to second subband: 0.475 eV
Gap to other valleys: 0.613 eV
Fraction of electrons in higher subbands: 2.1e-08
Oxide barrier: 3.1 eV; oxide mass: 0.5 m0
Shift from oxide penetration: -30 meV
Shift if film is 0.14 nm thinner: 32 meV
Nonparabolicity 0.5 /eV, rough shift: -13 meV
Exchange, ideal 2D layer, rough shift: -49 meV
Surface field in silicon: 0.39 MV/cm
Oxide field: 1.16 MV/cm; rough breakdown: 10 MV/cm
```
